# Diode efficiency of a Josephson junction with two current harmonics: a program that tests the result

```python
"""Josephson diode effect from two harmonics of the current-phase relation.

Result under test: for I(phi) = I1 sin(phi) + I2 sin(2 phi + d), r = I2/I1 small,
  eta = (Icp - Icm)/(Icp + Icm) = -r sin(d) [1 - 10 r^2 cos(d)^2 + ...],
where Icp = max I and Icm = -min I. One harmonic with any phase shift has eta = 0.
A current-phase relation is a list of (order n, amplitude, phase shift),
with amplitudes in units of I1. Barriers are in units of hbar I1/(2e).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar


def current(phase, harmonics):
    return sum(a * np.sin(n * phase + s) for n, a, s in harmonics)


def slope(phase, harmonics):
    return sum(n * a * np.cos(n * phase + s) for n, a, s in harmonics)


def extremum(harmonics, sign):
    """Phase and magnitude of the critical current in direction sign."""
    grid = np.linspace(-np.pi, np.pi, 2000, endpoint=False)
    step = grid[1] - grid[0]
    start = grid[np.argmax(sign * current(grid, harmonics))]
    found = minimize_scalar(lambda p: -sign * current(p, harmonics),
                            bounds=(start - step, start + step),
                            method="bounded", options={"xatol": 1e-10})
    return found.x, -found.fun


def asymmetry(plus, minus):
    return (plus - minus) / (plus + minus)


def efficiency(harmonics):
    return asymmetry(extremum(harmonics, 1)[1], extremum(harmonics, -1)[1])


def two_harmonics(r, d):
    return [(1, 1.0, 0.0), (2, r, d)]


def barrier(bias, harmonics):
    """Barrier of the tilted potential, and phase of the barrier top."""
    peak = extremum(harmonics, 1)[0]
    low = extremum(harmonics, -1)[0]
    low = peak - ((peak - low) % (2 * np.pi))

    def excess(p):
        return current(p, harmonics) - bias

    well = brentq(excess, low, peak)
    top = brentq(excess, peak, low + 2 * np.pi)
    return quad(excess, well, top)[0], top


def switching_current(harmonics, threshold):
    critical = extremum(harmonics, 1)[1]
    return brentq(lambda b: barrier(b, harmonics)[0] - threshold,
                  0.2 * critical, critical * (1 - 1e-9))


def reverse(harmonics):
    """Relation seen when both current and phase change sign."""
    return [(n, a, -s) for n, a, s in harmonics]


# A single shifted harmonic has no diode effect but may have current at phi = 0
single_worst = 0.0
for order in (1, 2, 3):
    for shift in (0.4, 1.3, 2.9):
        single = [(order, 1.0, shift)]
        assert abs(current(0.0, single)) > 0.1
        single_worst = max(single_worst, abs(efficiency(single)))
assert single_worst < 1e-12

# Only the relative phase b - 2a matters
for a_shift, b_shift in ((0.7, 1.4), (0.7, 0.2), (-1.1, 2.0)):
    shifted = [(1, 1.0, a_shift), (2, 0.001, b_shift)]
    expected = -0.001 * np.sin(b_shift - 2 * a_shift)
    assert abs(efficiency(shifted) - expected) < 2e-8
assert abs(efficiency([(1, 1.0, 0.7), (2, 0.4, 1.4)])) < 1e-12

# Expansion of the critical current and coefficient of the cubic correction
for d in (0.5, 1.0, 2.2, -0.8):
    s, c = np.sin(d), np.cos(d)
    r = 0.001
    series = 1 - r * s + 2 * r**2 * c**2 + 8 * r**3 * c**2 * s
    assert abs(extremum(two_harmonics(r, d), 1)[1] - series) < 2e-10
    r = 0.003
    coefficient = (efficiency(two_harmonics(r, d)) / (-r * s) - 1) / r**2
    assert abs(coefficient + 10 * c**2) < 0.02

# Number of stationary points below and above the range of the simple picture
phase_grid = np.linspace(-np.pi, np.pi, 4001, endpoint=False)


def stationary_count(r, d):
    signs = np.sign(slope(phase_grid, two_harmonics(r, d)))
    return int(np.sum(signs != np.roll(signs, 1)))


assert all(stationary_count(0.22, d) == 2 for d in np.linspace(0, 2 * np.pi, 73))
assert stationary_count(0.30, np.pi / 2) == 4

# Exact behaviour at d = 90 degrees
assert abs(efficiency(two_harmonics(0.2, np.pi / 2)) + 0.2) < 1e-12
for r in (0.3, 0.5, 0.8):
    exact = (1 - 8 * r) / (1 + 4 * r)**2
    assert abs(efficiency(two_harmonics(r, np.pi / 2)) - exact) < 1e-10
right_angle_scan = [abs(efficiency(two_harmonics(r, np.pi / 2)))
                    for r in np.linspace(0.05, 1.5, 146)]
assert max(right_angle_scan) <= 1 / 3 + 1e-10

# Leading effect of a third harmonic
r, r3, d, d3 = 1e-4, 1e-4, 1.0, 1.1
base = two_harmonics(r, d)
change = efficiency(base + [(3, r3, d3)]) - efficiency(base)
predicted = -r * r3 * (6 * np.cos(d) * np.sin(d3) + np.sin(d) * np.cos(d3))
assert abs(change / predicted - 1) < 0.01

# Barrier close to the critical current, and effect of equal escape thresholds
test_relation = two_harmonics(0.1, 1.0)
peak_phase, peak_current = extremum(test_relation, 1)
curvature = abs(sum(n**2 * a * np.sin(n * peak_phase + s)
                    for n, a, s in test_relation))
gap = 1e-3
cubic = 4 * np.sqrt(2) / 3 * gap**1.5 / np.sqrt(curvature)
assert abs(barrier(peak_current - gap, test_relation)[0] / cubic - 1) < 0.01
delta = 0.01
threshold = 4 * np.sqrt(2) / 3 * delta**1.5
weak = two_harmonics(1e-3, 1.0)
eta_escape = asymmetry(switching_current(weak, threshold),
                       switching_current(reverse(weak), threshold))
relative_loss = 1 - eta_escape / (-1e-3 * np.sin(1.0))
assert abs(relative_loss / delta - 1 / 3) < 0.03

# Worked example: rough regime of a planar aluminium-InAs junction
I1, I2, d_deg = 2.0e-6, 0.2e-6, 60.0
temperature, capacitance, dwell, length = 0.3, 100e-15, 1e-3, 1e-6
r, d = I2 / I1, np.radians(d_deg)
device = two_harmonics(r, d)
icp, icm = extremum(device, 1)[1], extremum(device, -1)[1]
eta = asymmetry(icp, icm)
eta_first = -r * np.sin(d)
eta_third = eta_first * (1 - 10 * r**2 * np.cos(d)**2)
assert abs(eta - eta_first) < 0.05 * abs(eta)
assert abs(eta - eta_third) < abs(eta - eta_first)

print(f"I1 = {I1*1e6:.3f} uA, I2 = {I2*1e6:.3f} uA, d = {d_deg:.1f} deg")
print(f"ratio r = I2/I1 = {r:.4f}")
print(f"Ic+ by direct search = {icp*I1*1e6:.5f} uA")
print(f"Ic- by direct search = {icm*I1*1e6:.5f} uA")
print(f"Ic+ to first order = {(I1-I2*np.sin(d))*1e6:.5f} uA")
print(f"Ic- to first order = {(I1+I2*np.sin(d))*1e6:.5f} uA")
print(f"eta by direct search = {100*eta:.4f} %")
print(f"eta to first order = {100*eta_first:.4f} %")
print(f"eta with cubic correction = {100*eta_third:.4f} %")
print(f"first-order error relative to search = {100*(eta_first/eta-1):.3f} %")
print(f"largest |eta| of shifted single harmonics = {single_worst:.1e}")
anomalous = I1 * np.sin(d)
print(f"I(0) of I1 sin(phi + 60 deg) = {anomalous*1e6:.4f} uA")
for angle in (0, 30, 60, 90, 120, 180, 270):
    value = efficiency(two_harmonics(r, np.radians(angle)))
    first = -r * np.sin(np.radians(angle))
    print(f"d = {angle:3d} deg: |eta| search {100*abs(value):.4f} %, "
          f"first order {100*abs(first):.4f} %")
for ratio in (0.25, 0.5, 1.0):
    value = efficiency(two_harmonics(ratio, np.pi / 2))
    print(f"d = 90 deg, r = {ratio:.2f}: eta = {100*value:.4f} %")

# Overdamped dynamics in the window between the two critical currents
turns = []
for bias in (1.0, -1.0):
    run = solve_ivp(lambda t, p: [bias - current(p[0], device)],
                    (0, 200), [0.0], rtol=1e-8, atol=1e-10)
    turns.append(run.y[0, -1] / (2 * np.pi))
assert turns[0] > 3 and abs(turns[1]) < 0.5
print(f"phase turns in 200 time units at +I1 = {turns[0]:.3f}")
print(f"phase turns in 200 time units at -I1 = {turns[1]:.3f}")


# Third harmonic of a short channel with the same second-harmonic ratio
def channel_harmonic(n, transmission):
    return quad(lambda p: np.sin(p) * np.sin(n * p)
                / np.sqrt(1 - transmission * np.sin(p / 2)**2), 0, np.pi)[0]


def channel_ratio(n, transmission):
    return abs(channel_harmonic(n, transmission)
               / channel_harmonic(1, transmission))


transmission = brentq(lambda t: channel_ratio(2, t) - r, 0.05, 0.99)
r3 = channel_ratio(3, transmission)
third_change = max(abs(efficiency(device + [(3, r3, a)]) - eta)
                   for a in np.linspace(0, 2 * np.pi, 73))
print(f"channel transmission for |I2/I1| = r: {transmission:.4f}")
print(f"third-harmonic ratio |I3/I1| = {r3:.5f}")
print(f"largest change of eta from it = {100*third_change:.3f} % points")

# Thermal escape
josephson_energy = const.hbar * I1 / (2 * const.e)
plasma = np.sqrt(2 * const.e * I1 / (const.hbar * capacitance))
log_attempts = np.log(plasma / (2 * np.pi) * dwell)
threshold = log_attempts * const.k * temperature / josephson_energy
switch_p = switching_current(device, threshold)
switch_m = switching_current(reverse(device), threshold)
eta_switch = asymmetry(switch_p, switch_m)
crossovers = []
for bias, relation in ((switch_p, device), (switch_m, reverse(device))):
    top = barrier(bias, relation)[1]
    omega = plasma * np.sqrt(abs(slope(top, relation)))
    crossovers.append(const.hbar * omega / (2 * np.pi * const.k))
assert max(crossovers) < temperature
print(f"T = {temperature:.2f} K, C = {capacitance*1e15:.0f} fF, "
      f"dwell = {dwell*1e3:.1f} ms")
print(f"Josephson energy hbar I1/2e = {josephson_energy/const.e*1e3:.4f} meV")
print(f"Josephson energy / kT = {josephson_energy/(const.k*temperature):.2f}")
print(f"plasma frequency = {plasma/(2*np.pi)*1e-9:.2f} GHz")
print(f"log of attempts = {log_attempts:.3f}")
print(f"switching current + = {switch_p*I1*1e6:.4f} uA")
print(f"switching current - = {switch_m*I1*1e6:.4f} uA")
print(f"lowering + = {100*(1-switch_p/icp):.2f} %, "
      f"- = {100*(1-switch_m/icm):.2f} %")
print(f"eta from switching currents = {100*eta_switch:.4f} %")
print(f"relative change of |eta| = {100*(eta_switch/eta-1):.2f} %")
print(f"quantum crossover + = {crossovers[0]:.3f} K, - = {crossovers[1]:.3f} K")

# Order of magnitude of the flux made by the junction current itself
flux_quantum = const.h / (2 * const.e)
self_flux = const.mu_0 * I1 * length / 2 / flux_quantum
print(f"magnetic length = {length*1e6:.1f} um")
print(f"self-field flux / flux quantum = {self_flux:.1e}")
print("tests ok")
```

Running it gives:

```
I1 = 2.000 uA, I2 = 0.200 uA, d = 60.0 deg
ratio r = I2/I1 = 0.1000
Ic+ by direct search = 1.84164 uA
Ic- by direct search = 2.18058 uA
Ic+ to first order = 1.82679 uA
Ic- to first order = 2.17321 uA
eta by direct search = -8.4269 %
eta to first order = -8.6603 %
eta with cubic correction = -8.4437 %
first-order error relative to search = 2.769 %
largest |eta| of shifted single harmonics = 0.0e+00
I(0) of I1 sin(phi + 60 deg) = 1.7321 uA
d =   0 deg: |eta| search 0.0000 %, first order 0.0000 %
d =  30 deg: |eta| search 4.6535 %, first order 5.0000 %
d =  60 deg: |eta| search 8.4269 %, first order 8.6603 %
d =  90 deg: |eta| search 10.0000 %, first order 10.0000 %
d = 120 deg: |eta| search 8.4269 %, first order 8.6603 %
d = 180 deg: |eta| search 0.0000 %, first order 0.0000 %
d = 270 deg: |eta| search 10.0000 %, first order 10.0000 %
d = 90 deg, r = 0.25: eta = -25.0000 %
d = 90 deg, r = 0.50: eta = -33.3333 %
d = 90 deg, r = 1.00: eta = -28.0000 %
phase turns in 200 time units at +I1 = 11.252
phase turns in 200 time units at -I1 = -0.180
channel transmission for |I2/I1| = r: 0.5575
third-harmonic ratio |I3/I1| = 0.01504
largest change of eta from it = 0.517 % points
T = 0.30 K, C = 100 fF, dwell = 1.0 ms
Josephson energy hbar I1/2e = 4.1082 meV
Josephson energy / kT = 158.91
plasma frequency = 39.23 GHz
log of attempts = 17.485
switching current + = 1.5732 uA
switching current - = 1.8490 uA
lowering + = 14.57 %, - = 15.20 %
eta from switching currents = -8.0585 %
relative change of |eta| = -4.37 %
quantum crossover + = 0.187 K, - = 0.236 K
magnetic length = 1.0 um
self-field flux / flux quantum = 6.1e-04
tests ok
```
